# Stable phonon transmission through long junctions by composing slice scattering matrices

## Result

Consider a harmonic, undamped junction of $L$ layers between two identical uniform leads, at a frequency with $N$ propagating lead channels. Let $T$ and $R$ be the transmitted and reflected flux, summed over unit-flux incidence in each channel. Then

$$T+R=N .$$

This holds in exact arithmetic for every correct algorithm. In floating-point arithmetic with relative rounding error $\varepsilon$, a product of transfer matrices typically violates it by an error that grows as $\varepsilon e^{\kappa L}$ until it reaches order one. Beyond that length the result is useless; whether the error keeps growing depends on how the amplitudes are extracted from the product. Here $\kappa$ is the largest evanescent decay rate per layer. One cure is to describe each slice by a scattering matrix $S_n$ between suitably chosen port waves. Each $S_n$ is unitary, evanescent motion included. The composed matrix keeps norm one, and if every slice reflection has norm at most $\rho<1$, the inverses used in composition obey

$$\|(1-r'_a r_b)^{-1}\|\le \frac{1}{1-\rho},$$

whatever the length.

## Equation of motion and flux

Layer $n$ has $M$ displacements, collected in $u_n$, with time factor $e^{-i\omega t}$. Let $K_n$ be its real symmetric on-site stiffness, $m_n$ its diagonal mass matrix and $W_n$ the real bond matrix joining layers $n$ and $n+1$. With $A_n=K_n-\omega^2m_n$,

$$A_nu_n=W_nu_{n+1}+W_{n-1}^Tu_{n-1}. \tag{1}$$

Stiffnesses are measured in the lead spring $k$ and masses in the lead site mass $m$, so $\omega^2$ enters as $x=\omega^2m/k$. Define $f_n=W_nu_{n+1}$ and

$$J_n=\operatorname{Im}(u_n^\dagger f_n).$$

The coupling force of layer $n$ on layer $n+1$ is $W_n^Tu_n$, and the velocity there is $-i\omega u_{n+1}$. The mean power is $\tfrac12\operatorname{Re}(-i\omega u_n^\dagger W_nu_{n+1})=\tfrac{\omega}{2}J_n$, so positive $J_n$ means energy flowing to the right.

By (1), $f_n=A_nu_n-W_{n-1}^Tu_{n-1}$. Since $u_n^\dagger A_nu_n$ is real,

$$J_n=-\operatorname{Im}(u_n^\dagger W_{n-1}^Tu_{n-1})
=\operatorname{Im}(u_{n-1}^\dagger W_{n-1}u_n)=J_{n-1}. \tag{2}$$

The second equality takes a complex conjugate, which reverses the sign of the imaginary part.

## Why the transfer product fails

If $W_{n-1}$ is invertible, $u_n=W_{n-1}^{-1}f_{n-1}$, and (1) gives

$$\begin{pmatrix}u_n\\f_n\end{pmatrix}=
\begin{pmatrix}0&W_{n-1}^{-1}\\-W_{n-1}^T&A_nW_{n-1}^{-1}\end{pmatrix}
\begin{pmatrix}u_{n-1}\\f_{n-1}\end{pmatrix}. \tag{3}$$

In a uniform strip with $W=1$ and site mass $\bar m$, a transverse mode of stiffness $\mu_j$ has $A=2+\mu_j-x\bar m$. Setting $u_n\propto\lambda^n$ in (1) yields

$$\lambda+\lambda^{-1}=2+\mu_j-x\bar m .$$

If the right side exceeds 2, then $\lambda=e^{\pm\kappa_j}$ with $2\cosh\kappa_j=2+\mu_j-x\bar m$. The product $\mathcal M$ of the matrices (3) therefore grows as $e^{\kappa L}$, with $\kappa=\max_j\kappa_j$.

Let the computed product be $\mathcal M+E$, with $\|E\|\sim\varepsilon e^{\kappa L}$. For one incident channel let $y=(u_0,f_0)$ and $z=(u_L,f_L)$ be the computed end states, so that $(\mathcal M+E)y=z$. The exact $\mathcal M$ conserves flux, hence

$$J(y)=J(\mathcal My)=J(z-Ey).$$

Expanding $J$ and using the Cauchy–Schwarz inequality on its terms gives

$$|J(y)-J(z)|\le |z|\,|Ey|+\tfrac12|Ey|^2. \tag{4}$$

For unit incident flux, $J(y)$ is one minus the reflected flux and $J(z)$ is the transmitted flux, so the left side is the conservation error of that channel. While $y$ and $z$ are of order one, the error scales as $\varepsilon e^{\kappa L}$, with a prefactor that depends on the junction. If the prefactor is taken as one, the error reaches order one near

$$L_*=\frac{\ln(1/\varepsilon)}{\kappa}. \tag{5}$$

Beyond $L_*$ the $M$ free reflected amplitudes cannot in general cancel all $2M$ components of the rounding residual. Then $z$ itself is of order $\varepsilon e^{\kappa L}$, and the error should grow as the square, at rate $2\kappa$. These are estimates, since (4) is only an upper bound. The rate $2\kappa$ belongs to this matching, which reads the transmitted wave from $z$. Write instead $\mathcal M$ in the lead-mode basis and take the reflection from $-\mathcal M_{22}^{-1}\mathcal M_{21}$ and the transmission, for incidence from the right, from $\mathcal M_{22}^{-1}$. For the strip below the error then grows in the same way up to about $L_*$, but stays of order one beyond it.

## Port waves and one slice

Replace $(u_n,f_n)$ by

$$p_n=\tfrac12(f_n+iu_n),\qquad q_n=\tfrac12(f_n-iu_n). \tag{6}$$

The reference stiffness multiplying $u_n$ is $k$, which is 1 here. Since $|f\pm iu|^2=|f|^2+|u|^2\pm2\operatorname{Re}(if^\dagger u)$ and $\operatorname{Re}(if^\dagger u)=-\operatorname{Im}(f^\dagger u)=\operatorname{Im}(u^\dagger f)$,

$$|p_n|^2-|q_n|^2=J_n. \tag{7}$$

Thus $p$ carries flux to the right and $q$ to the left, whether the motion is propagating or evanescent. They are a change of variables, not eigenmodes of the lead.

Slice $n$ contains layer $n$ and the bond to its left. Its incoming waves are $p_{n-1},q_n$ and its outgoing waves $q_{n-1},p_n$. From (1) and (6), the incoming waves are linear in the two displacements:

$$2\begin{pmatrix}p_{n-1}\\q_n\end{pmatrix}=
\begin{pmatrix}i&W_{n-1}\\-W_{n-1}^T&A_n-i\end{pmatrix}
\begin{pmatrix}u_{n-1}\\u_n\end{pmatrix}. \tag{8}$$

Equal flux at both ports means

$$|q_{n-1}|^2+|p_n|^2=|p_{n-1}|^2+|q_n|^2. \tag{9}$$

If both incoming waves vanish, (9) makes both outgoing waves vanish. Then $u=-i(p-q)=0$ at both ports. The matrix in (8) is therefore invertible, even when $W_{n-1}$ is singular, and the slice matrix

$$\begin{pmatrix}q_{n-1}\\p_n\end{pmatrix}=
\begin{pmatrix}r&t'\\t&r'\end{pmatrix}
\begin{pmatrix}p_{n-1}\\q_n\end{pmatrix}$$

exists. By (9) it is unitary.

For $W_{n-1}=1$ it has a closed form. With $q_n=0$ we have $f_n=iu_n$, so (1) gives $u_{n-1}=(A-i)u_n$. Then $2p_{n-1}=u_n+iu_{n-1}=(2+iA)u_n$, $p_n=iu_n$ and $2q_{n-1}=u_n-iu_{n-1}=-iAu_n$. Hence

$$t=2i(2+iA)^{-1},\qquad r=-iA(2+iA)^{-1}. \tag{10}$$

With $p_{n-1}=0$ instead, $u_{n-1}=iu_n$. Then $2q_n=(A-2i)u_n$, $2p_n=Au_n$ and $q_{n-1}=u_n$. Since $A-2i=-i(2+iA)$, this gives $t'=t$ and $r'=-r$. An eigenvalue $a$ of $A$ gives $|r|=|a|/\sqrt{4+a^2}$, which increases with $|a|$, so

$$\|r\|=\frac{\alpha}{\sqrt{4+\alpha^2}},\qquad \alpha=\|A\|. \tag{11}$$

## Composition and its bound

Join a left part $a$ to a right part $b$. Let $v$ and $w$ be the right- and left-going port waves between them. For inputs $i_L,i_R$ at the outer ports,

$$v=t_ai_L+r'_aw,\qquad w=r_bv+t'_bi_R.$$

For $i_R=0$, elimination of $w$ gives $v=(1-r'_ar_b)^{-1}t_ai_L$. For $i_L=0$, elimination of $v$ gives $w=(1-r_br'_a)^{-1}t'_bi_R$. The outer outputs are then

$$\begin{aligned}
t&=t_b(1-r'_ar_b)^{-1}t_a,\\
r&=r_a+t'_ar_b(1-r'_ar_b)^{-1}t_a,\\
t'&=t'_a(1-r_br'_a)^{-1}t'_b,\\
r'&=r'_b+t_br'_a(1-r_br'_a)^{-1}t'_b.
\end{aligned}\tag{12}$$

Adding the flux balances of the two parts cancels the flux at the common port, so the composite is unitary. Its blocks have norm at most one.

Append slices one at a time on the right. Then $\|r'_a\|\le1$ and $\|r_b\|\le\rho$, and the geometric series gives

$$\|(1-r'_ar_b)^{-1}\|\le\sum_{s=0}^\infty\rho^s=\frac1{1-\rho}. \tag{13}$$

The other inverse has the same bound.

The condition $\rho<1$ holds if the bond is invertible. Unitarity gives $r^\dagger r+t^\dagger t=1$, so $\|r\|=1$ would need an input with $q_n=0$ and $p_n=0$. Then $u_n=f_n=0$, and (1) gives $W_{n-1}^Tu_{n-1}=0$, hence $u_{n-1}=0$ and no input. A severed bond gives $\rho=1$ and removes the bound (13). Composition still succeeds if $\|r'_a\|<1$. Two severed places can enclose a lossless vibration, and at its frequency $1-r'_ar_b$ may be singular.

**A purely evanescent case.** Take one coordinate per layer and $A=2\cosh\kappa$ throughout. Let $s_j=\sinh(j\kappa)/\sinh\kappa$. No wave enters from the right, so choose $u_L=1$ and $u_{L+1}=f_L=i$. The backward solution of (1) is $u_{L-j}=s_{j+1}-is_j$, because it satisfies the recurrence and both end values. Therefore

$$2p_0=u_1+iu_0=2s_L+i(s_{L+1}-s_{L-1})=2s_L+2i\cosh L\kappa .$$

With $p_L=iu_L=i$,

$$|t_L|^2=\frac{1}{\cosh^2L\kappa+\sinh^2L\kappa/\sinh^2\kappa}. \tag{14}$$

The exponential that fills the transfer matrix stands here in a denominator. In a very long barrier $t_L$ may underflow to zero, which does no harm to the reflection.

## Matching to the leads

The leads have $W=1$ and orthonormal real transverse modes, the columns of $\Phi$. Let $\Lambda$ contain the roots $\lambda_j$ that propagate or decay to the right. With incident amplitudes $a$, reflected $b$ and transmitted $c$,

$$u_0=\Phi(a+b),\quad f_0=\Phi(\Lambda a+\Lambda^{-1}b),\quad u_L=\Phi c,\quad f_L=\Phi\Lambda c.$$

The formula for $f_0$ holds because layer 0 obeys the lead equation and both end bonds equal the lead bond. Put $P_\pm=\tfrac12\Phi(\Lambda^{\pm1}+i)$ and $Q_\pm=\tfrac12\Phi(\Lambda^{\pm1}-i)$. Substitution in the port relations of the complete junction gives

$$\begin{aligned}
(Q_- -rP_-)b-t'Q_+c&=(rP_+-Q_+)a,\\
-tP_-b+(P_+-r'Q_+)c&=tP_+a.
\end{aligned}\tag{15}$$

For a propagating mode $\lambda_j=e^{i\theta_j}$ with $\sin\theta_j>0$, its contribution to $J_0$ is $\sin\theta_j(|a_j|^2-|b_j|^2)$: the two cross terms are complex conjugates and have no imaginary part in sum. An evanescent mode has real $\lambda_j$ and $a_j=0$, so it contributes nothing. Unit incident flux means $a_j=1/\sqrt{\sin\theta_j}$, and $J_0=J_L$ gives $T+R=N$.

If both evanescent amplitudes were present, their flux would be $(\lambda_j^{-1}-\lambda_j)\operatorname{Im}(a_j^*b_j)$, not a difference of squares. This is why full unitarity belongs to port waves and not to evanescent mode amplitudes. System (15) becomes singular if the junction has a bound state at the chosen frequency; band edges, where $\sin\theta_j=0$, are also excluded.

## Error propagation

Suppose the slice matrices are slightly non-unitary. With $\psi_n=(p_{n-1},q_n)$, the flux lost in slice $n$ is $\psi_n^\dagger(1-S_n^\dagger S_n)\psi_n$. Flux at inner ports cancels in the sum:

$$J_0-J_L=\sum_{n=1}^L\psi_n^\dagger(1-S_n^\dagger S_n)\psi_n. \tag{16}$$

Composition adds a rounding error $\Delta_n$ to the matrix $C_n$ of the first $n$ slices. This changes $C_n^\dagger C_n$ by $C_n^\dagger\Delta_n+\Delta_n^\dagger C_n$ to first order. Its effect on the flux is at most $2\|\Delta_n\||\phi_n|^2$, where $\phi_n=(p_0,q_n)$. Applying the same balance at each composition gives, to leading order,

$$|J_0-J_L|\lesssim\sum_n\left(\|1-S_n^\dagger S_n\||\psi_n|^2+2\|\Delta_n\||\phi_n|^2\right). \tag{17}$$

By (13), $\|\Delta_n\|$ is bounded by $\varepsilon$ times a factor depending on $M$ and $\rho$, not on $L$. If the interior waves remain of order one, the error bound grows linearly with length. A sharply trapped resonance can have a large interior intensity and so amplify rounding. The solution of (15) adds an error set by its own conditioning. The work is $O(LM^3)$.

Damping gives a physical use of the same balance. Replace $\omega^2$ by $\omega^2+i\omega/\tau$, where $\tau$ is the energy lifetime. In the present units $A_n$ gains $-i\eta m_n$, with $\eta=x/(\omega\tau)$. Equation (2) becomes $J_n=J_{n-1}-\eta u_n^\dagger m_nu_n$, and hence

$$N-T-R=\eta\sum_{\text{incident}}\sum_n u_n^\dagger m_nu_n. \tag{18}$$

## A bismuth–antimony telluride strip

One scalar coordinate represents each formula unit. The strip is six sites, or 3.3 nm, wide and one site thick. A 200-layer, 110 nm alloy junction joins Bi$_2$Te$_3$ leads. Each of the two group-V atoms in a junction cell is Bi or Sb with equal probability. The cell size 0.55 nm and sound speed 2 km/s are rough values. At 0.4 THz, $x=0.4777$. Free edges give $\mu_j=2-2\cos(\pi j/6)$, beginning 0, 0.268, 1. A lead channel propagates for $0<x-\mu_j<4$, so $N=2$.

The largest value is $\mu_5=3.732$, and the mean mass ratio is 0.8911. Thus

$$\cosh\kappa=1+\frac{3.732-0.4777(0.8911)}2=2.653,\qquad \kappa=1.631.$$

With $\varepsilon=2.2\times10^{-16}$, (5) gives $L_*=36.04/1.631=22.1$ layers. Over 20 alloy samples, the median transfer error first exceeds 1 at 24 layers, or 13.2 nm. The prefactor of $\varepsilon e^{\kappa L}$ is about 0.04 here, which delays the failure by about two layers. Between 5 and 17 layers the mean logarithmic error grows by 1.614 per layer, close to $\kappa$. From 30 to 40 layers the median rises from $4.1\times10^7$ to $4.6\times10^{21}$, or 3.23 per layer, close to $2\kappa=3.26$ as estimated.

For a 60-layer junction the double-precision transfer error is $7\times10^{50}$. The same product with 90 digits restores conservation to within double-precision resolution and agrees with the composed $T=1.9212$. Rounding, not equation (3), is the fault.

For 200 layers, composition gives $T=1.7322$ and $R=0.2678$. A direct Green-function solution of the whole lattice agrees to the six printed decimals. The absolute conservation error is $2.6\times10^{-14}$; for another alloy of 1000 layers it is $9.6\times10^{-14}$. In the longer junction $\rho=0.9367$, so (13) permits an inverse norm of 15.8; the largest found is 2.67. A 30-layer case with one severed bond, which has no transfer matrix, also agrees with the Green function.

The Landauer conductance is

$$G=\int h\nu\,T(\nu)\frac{\partial n}{\partial\Theta}\,d\nu,$$

where $n$ is the Bose occupation and $\Theta$ the temperature. At 5 K, a grid of 60 frequencies gives about 5.5 pW/K for this junction, against 6.4 pW/K for the perfect lead: a ratio of about 0.9 for this one alloy sample. The grid error was checked for the perfect lead only, so the junction value is approximate.

These figures describe a model, not a measured film. The strip is only one site thick, and 5 K is far below room temperature. An assumed lifetime of 1 ns lowers $T$ at 0.4 THz from 1.732 to 1.620. The missing flux, 0.1312, equals the interior absorption in (18) to the printed digits. Here $T$ counts only phonons that cross unabsorbed. In a real crystal the absorbed energy is re-emitted and part of it still reaches the far lead, so the heat transmission falls by less. At higher temperature shorter lifetimes can make the harmonic result unusable at this length. With the masses held fixed, halving the transverse springs, a crude allowance for layered bonding, gives $T=1.824$; varying the longitudinal springs by up to 10% gives 1.775. Both values are for this one alloy sample. Since $T$ has a standard deviation of about 0.13 from sample to sample, neither shift by itself shows a trend. Averaged over 150 samples the two shifts are about $+0.07$ and $-0.03$, the second opposite in sign to that of this sample. For an assumed electrical conductivity $\sigma=1000$ S/cm, the Wiedemann–Franz law gives an electronic heat conductance $(\pi^2/3)(k_B/e)^2\sigma\Theta\,S/\ell$, where $S$ is the cross-section, six cells by one, and $\ell$ the junction length. This is about 0.20 pW/K, or about 4% of the phonon conductance. It is only a bulk scaling: the corresponding electrical conductance, $\sigma S/\ell=1.65$ µS, is about 0.02 of $2e^2/h$, and in so thin and long a strip at 5 K electron localization can make the ohmic formula fail. Polarization is also omitted: three similar, uncoupled polarizations would triple $G$, whereas real ones are coupled and have different speeds. Internal cell vibrations are absent as well. Any that lie above 1 THz would matter little at 5 K unless very many channels are open: the one-channel thermal weight above that frequency is 0.23%, so each such channel adds at most 0.011 pW/K, and six of them about 1% of the lead conductance. The remaining values are in the numerical output.

## Numbers as computed

```
Cell size: 0.55 nm; sound speed: 2.0 km/s
Bi, Sb, Te masses: 208.98, 121.76, 127.60 u
Lead site mass: 800.76 u; spring: 17.583 N/m
Strip width: 6 sites = 3.30 nm
Junction: 200 layers = 110.0 nm
Frequency: 0.40 THz; temperature: 5.0 K
Reduced squared frequency x: 0.47769
Mean junction/lead mass ratio: 0.89108
Propagating channels N: 2
Main junction T: 1.732204; R: 0.267796
Main |T+R-N|: 2.62e-14
Green-function T: 1.732204; R: 0.267796
Broken-bond junction, 30 layers: T=1.900024, R=0.099976
Example slice ||A||/k: 5.31773; ||r||: 0.93599
Long junction: 1000 layers = 550 nm
Long junction T: 1.179489; R: 0.820511
Long |T+R-N|: 9.64e-14
Long full-matrix unitarity error: 1.33e-13
Largest slice reflection norm rho: 0.93667
Largest inverse norm: 2.671
Length-independent inverse bound: 15.789
Largest evanescent rate: 1.6313 per layer
Transfer norm growth: 1.6313 per layer
Transfer error growth: 1.6142 per layer
Estimated failure length: 22.1 layers
Median error first above 1: 24 layers = 13.20 nm
Transfer median |T+R-N|, 5 layers: 7.04e-14
Transfer median |T+R-N|, 10 layers: 1.14e-10
Transfer median |T+R-N|, 15 layers: 3.26e-07
Transfer median |T+R-N|, 20 layers: 1.48e-03
Transfer median |T+R-N|, 30 layers: 4.11e+07
Transfer median |T+R-N|, 40 layers: 4.57e+21
60 layers, double transfer error: 7.08e+50
60 layers, 90-digit transfer error: 0.00e+00
60 layers, composed T: 1.921219; R: 0.078781
Assumed phonon lifetime: 1.0 ns
With lifetime: T=1.619506, R=0.249280
Missing flux: 0.131213; interior absorption: 0.131213
Half transverse spring: N=2, T=1.823806
Springs varied by up to 10%: T=1.774533
Conductance: 5.5489 pW/K
Ballistic lead conductance: 6.3719 pW/K
One-channel thermal quantum: 4.7322 pW/K
Frequency grid: 60 points to 1.2 THz
Ballistic grid error: 0.091 %
Largest |T+R-N| on frequency grid: 4.40e-13
Assumed electrical conductivity: 1000 S/cm
Electronic heat conductance: 0.2015 pW/K
Electronic/phonon conductance: 3.63 %
Lattice wave-number shift: 2.11 %
One-channel thermal weight above 1 THz: 0.234 %
```
